# Converging cyclopentadienyl slip and tilt: ring geometry by singular value decomposition

## The decision

A geometry optimization of a bent metallocene precursor stops when the remaining forces and steps fall below chosen thresholds. Whether one may then say that a ring is slipped by 0.02 Å, or that two functionals give different tilts, depends on how coordinate errors pass into slip and tilt. For the model below, an independent error $\sigma$ in every Cartesian component gives a slip error of about $1.6\,\sigma$. A ring with no slip at all then shows an apparent slip of about $2\,\sigma$. These factors show how sensitive the measures are to independent errors. Errors left by an optimizer are usually correlated, so the convergence threshold itself is chosen from the stiffness of the ring motions. Both steps need definitions of slip and tilt without ambiguity.

## Which atoms, which plane

Each ring is represented by its five carbon positions $\mathbf r_i$; hydrogens are left out. The centroid is the unweighted mean $\mathbf c=\frac15\sum_i\mathbf r_i$, and $\mathbf M$ is the metal position. The rings are found from the structure: carbons closer than 1.7 Å are bonded, and each connected group must be a five-membered ring. This suffices for separate, unsubstituted rings. Carbon substituents, or other ligands that contain carbon, require a search for closed five-membered cycles.

The best plane $\mathbf n\cdot\mathbf r=d$, with $|\mathbf n|=1$, minimizes the sum of squared perpendicular distances

$$F=\sum_i(\mathbf n\cdot\mathbf r_i-d)^2 .$$

Setting $\partial F/\partial d=-2\sum_i(\mathbf n\cdot\mathbf r_i-d)=0$ gives $d=\mathbf n\cdot\mathbf c$, so the plane contains the centroid. Let the rows of the $5\times3$ matrix $A$ be $\mathbf r_i-\mathbf c$, and let $A=USV^T$ with singular values $s_1\ge s_2\ge s_3$ and right singular vectors $\mathbf v_k$. Since the columns of $U$ are orthonormal,

$$F=|A\mathbf n|^2=\sum_{k=1}^3 s_k^2(\mathbf n\cdot\mathbf v_k)^2 .$$

The $\mathbf v_k$ form an orthonormal basis, so $\sum_k(\mathbf n\cdot\mathbf v_k)^2=1$. Subtracting $s_3^2$ times this identity gives

$$F-s_3^2=\sum_{k=1}^{2}(s_k^2-s_3^2)(\mathbf n\cdot\mathbf v_k)^2\ge0 .$$

If $s_2>s_3$, equality requires $\mathbf n=\pm\mathbf v_3$. The plane is then unique, and the root-mean-square distance of the carbons from it is $s_3/\sqrt5$. If $s_2=s_3$, no unique plane exists.

For a regular pentagon of bond length $b$, the radius is $\rho=b/(2\sin36^\circ)$. The atoms lie at angles $\varphi_i$ spaced by $72^\circ$, so $\sum_i e^{2i\varphi_i}$ (with $i$ in the exponent the imaginary unit) is a sum over five equally spaced directions and vanishes. Hence $\sum\cos^2\varphi_i=\sum\sin^2\varphi_i=5/2$ and $\sum\cos\varphi_i\sin\varphi_i=0$, which gives

$$s_1=s_2=\rho\sqrt{5/2},\qquad s_3=0 .$$

The two in-plane axes are arbitrary, but the normal is well defined.

## Signs, slip and tilt

The decomposition does not fix the sign of $\mathbf v_3$. I choose $\mathbf n$ to point towards the metal, $\mathbf n\cdot(\mathbf M-\mathbf c)>0$, which fails only if the metal lies in the ring plane. Then

$$h=\mathbf n\cdot(\mathbf M-\mathbf c),\qquad \mathbf p=(\mathbf M-\mathbf c)-h\mathbf n,\qquad p=|\mathbf p| .$$

Here $h$ is the height of the metal and $p$ the slip distance, from the centroid to the foot of the perpendicular from the metal.

In a parallel sandwich the two normals point at each other, $\mathbf n_1\cdot\mathbf n_2=-1$, and the tilt should be zero. It is therefore the angle between $\mathbf n_1$ and $-\mathbf n_2$:

$$\alpha=\operatorname{atan2}\left(|\mathbf n_1\times\mathbf n_2|,\,-\mathbf n_1\cdot\mathbf n_2\right),\qquad 0\le\alpha\le180^\circ .$$

The arguments are $\sin\alpha$ and $\cos\alpha$. The arccosine of the second alone is poor for nearly parallel rings, because $\cos\alpha\approx1-\alpha^2/2$: at $\alpha=10^{-9}$ rad the difference from 1 is $5\times10^{-19}$, below double precision. In that case the arccosine returned zero, while atan2 returned $1.0\times10^{-9}$ rad.

## Why orientation and labels do not matter

Let the molecule be moved by an orthogonal matrix $Q$ and a translation $\mathbf t$, and let $P$ permute the atoms within a ring. The mean does not depend on order, so $\mathbf c'=Q\mathbf c+\mathbf t$, and

$$A'=PAQ^T=(PU)\,S\,(QV)^T .$$

The columns of $PU$ and $QV$ are still orthonormal. This is a singular value decomposition with the same $S$, and the new normal is $\pm Q\mathbf n$. Because $\mathbf M'-\mathbf c'=Q(\mathbf M-\mathbf c)$, the metal selects the plus sign. It follows that $h'=h$ and $\mathbf p'=Q\mathbf p$, so $p'=p$. The product $\mathbf n_1\cdot\mathbf n_2$ is unchanged, and so is $|\mathbf n_1\times\mathbf n_2|=\sqrt{1-(\mathbf n_1\cdot\mathbf n_2)^2}$. The tilt is therefore invariant under rotations and reflections, and also under exchange of the two rings.

The example below was subjected to 300 random rotations or reflections, with translations of up to 50 Å along each axis and a shuffle of the whole atom list. Heights, slips and rms distances changed by at most $1.4\times10^{-14}$ Å and the tilt by at most $4\times10^{-13}$ degrees. In 156 cases the unoriented singular vectors would have given $180^\circ-\alpha$.

Relabelling is harmless only while ring membership is preserved. Exchanging one carbon between two fixed index lists raised the rms distance of the first "ring" from zero to 0.441 Å. When a constraint or an analysis uses fixed atom numbers, this distance is a useful warning sign.

## A bent metallocene worked through

The model has C–C bonds of 1.42 Å, so $\rho=1.2079$ Å, with $h=2.20$ Å, $p=0.30$ Å and $\alpha=50^\circ$. Carbon C6 of ring 2 is then displaced by $\delta=0.05$ Å away from the metal, along the original normal. The metal is at the origin. Ring 2 has the coordinates, in Å,

- C6: $(1.7737,\ 0,\ -1.6555)$
- C7, C10: $(0.9962,\ \mp1.1488,\ -1.9629)$
- C8, C9: $(-0.2278,\ \mp0.7100,\ -2.5337)$

The centroid has

$$c_x=\frac{1.7737+2(0.9962)-2(0.2278)}5=0.6621,\quad c_z=\frac{-1.6555-2(1.9629)-2(2.5337)}5=-2.1297 .$$

The mirror plane $y=0$ decouples $y$ from $x$ and $z$. With centred coordinates, the sums of products are $S_{xx}=3.043$, $S_{zz}=0.607$ and $S_{xz}=1.358$ Å$^2$. For a normal $(-\sin\gamma,0,\cos\gamma)$,

$$F=S_{xx}\sin^2\gamma-2S_{xz}\sin\gamma\cos\gamma+S_{zz}\cos^2\gamma .$$

Its derivative, $(S_{xx}-S_{zz})\sin2\gamma-2S_{xz}\cos2\gamma$, vanishes for $\tan2\gamma=2.716/2.436$. The minimum is at $\gamma=24.05^\circ$, so $\mathbf n_2=(-0.4076,0,0.9132)$, which already points to the metal. Then

$$h_2=(-0.4076)(-0.6621)+(0.9132)(2.1297)=2.2147\ \text{Å},$$

$$\mathbf p_2=(-0.6621,0,2.1297)-2.2147\,(-0.4076,0,0.9132)=(0.241,0,0.107)\ \text{Å},$$

and $p_2=0.263$ Å. Ring 1 is undisturbed, with $h_1=2.200$ Å, $p_1=0.300$ Å and $\mathbf n_1=(-0.4226,0,-0.9063)$. The two normals give

$$-\mathbf n_1\cdot\mathbf n_2=0.655,\qquad |\mathbf n_1\times\mathbf n_2|=0.755,\qquad \alpha=49.05^\circ .$$

The remaining values are in the numerical output.

## What one displaced carbon does

The tilt fell by almost a degree and one slip by 0.037 Å, although one atom moved by 0.05 Å. To trace this, let $\mathbf e$ be the in-plane unit vector from the original centroid of ring 2 towards C6, and $\mathbf u$ the original normal pointing away from the metal. Along $\mathbf e$ the centred coordinates are $x_i=\rho\cos\varphi_i$. Along $\mathbf u$ the centroid moves by $\delta/5$, so C6 has $4\delta/5$ and the other four have $-\delta/5$. Therefore

$$S_{ee}=\tfrac52\rho^2,\qquad S_{eu}=\rho\delta,\qquad S_{uu}=\tfrac{16}{25}\delta^2+\tfrac4{25}\delta^2=\tfrac45\delta^2 ,$$

where $\sum_i x_i=0$ was used in $S_{eu}$. The minimization just carried out gives the turn $\theta$ of the plane:

$$\tan2\theta=\frac{2\rho\delta}{\frac52\rho^2-\frac45\delta^2},\qquad \theta\approx\frac{2\delta}{5\rho}\quad(\delta\ll\rho).$$

Here $\theta=0.949^\circ$. C6 sits on the side where the rings approach each other, and moving it away from the metal opens that side: $\alpha'=\alpha-\theta=49.05^\circ$.

In this model the metal is also displaced towards the closing side, so $\mathbf M-\mathbf c=-(h+\delta/5)\mathbf u+p\,\mathbf e$. The turned plane contains $\mathbf e'=\cos\theta\,\mathbf e+\sin\theta\,\mathbf u$. Projection onto $\mathbf e'$ gives

$$p'=p\cos\theta-(h+\delta/5)\sin\theta=0.3000-2.21\times0.01656=0.263\ \text{Å}.$$

The slip changes mainly because the normal turns at the end of a lever of length $h$. A displacement towards the metal reverses the sign of $\theta$.

A plane through three chosen carbons can turn much further, or not at all if C6 is not among them. The ten possible triples in ring 2 give tilts from 46.57° to 50.00°, so that definition depends on the labels once a ring is puckered.

## Tilt is not the centroid angle

Some calculations constrain the centroid–metal–centroid angle $\omega$ instead of the tilt. The outward normals $-\mathbf n_1$ and $-\mathbf n_2$ enclose $180^\circ-\alpha$. The line from the metal to centroid $k$ deviates from $-\mathbf n_k$ by $\arctan(p_k/h_k)$. If both slips lie in the bending plane and the metal is displaced towards the closing side, both lines deviate towards the open side, and

$$\omega=180^\circ-\alpha+\arctan\frac{p_1}{h_1}+\arctan\frac{p_2}{h_2},$$

as long as the sum does not exceed $180^\circ$. The example gives $130.95^\circ+7.77^\circ+6.78^\circ=145.50^\circ$. Reading $180^\circ-\omega$ as the tilt would give 34.5° instead of 49.05°. The size of this gap comes from the large slips chosen for the model: slips of 0.05 Å at the same height give $2\arctan(0.05/2.20)=2.6^\circ$, and the sign reverses if the metal is displaced towards the open side. A scan at fixed $\omega$ leaves tilt and slip free to compensate each other; to study the tilt, constrain the angle between the planes.

## From coordinate errors to a threshold

Let each Cartesian component of each atom have an independent error of standard deviation $\sigma\ll\rho$, and let the ring be nearly planar and regular. Take $x,y$ in the ring plane and $z$ along $\mathbf n$. Errors $z_i$ tilt the fitted plane $z=a+\beta_xx+\beta_yy$, with $\beta_x=\sum_i x_iz_i/(\frac52\rho^2)$ to first order. Hence

$$\operatorname{var}(\beta_x)=\frac{\sigma^2\sum_i x_i^2}{(\frac52\rho^2)^2}=\frac{2\sigma^2}{5\rho^2},$$

and the same holds for $\beta_y$. The normal changes by $\delta\mathbf n=(-\beta_x,-\beta_y,0)$. In-plane errors do not turn a planar ring's normal, but they move the centroid with variance $\sigma^2/5$ per component. To first order, the in-plane part of the slip error is

$$\delta\mathbf p_\parallel=\delta\mathbf M_\parallel-\delta\mathbf c_\parallel-h\,\delta\mathbf n .$$

The three terms are independent, so each component has the standard deviation

$$\tau=\sigma\sqrt{1+\frac15+\frac{2h^2}{5\rho^2}} .$$

For a slip much larger than $\tau$, this is the error of $p$. In the example the terms under the root are 1, 0.2 and 1.33; the turning of the plane contributes most. With a chosen $\sigma=0.005$ Å, $\tau=0.00795$ Å. Sampling 20,000 sets of errors gave 0.00789 Å.

**Zero slip.** A length cannot be negative, so errors do not average out. With two Gaussian components of width $\tau$, the mean apparent slip is

$$\langle p\rangle=\int_0^\infty \frac{p^2}{\tau^2}e^{-p^2/2\tau^2}\,dp=\tau\sqrt{\frac{\pi}{2}},$$

here 0.010 Å. The probability of exceeding $3\tau$ is $e^{-9/2}\approx1\,\%$. Under these assumptions, a slip below $3\tau=0.024$ Å is not established.

**Tilt.** For clearly tilted rings, errors in the bending plane matter at first order. Each normal contributes the variance $2\sigma^2/(5\rho^2)$, so

$$\operatorname{sd}(\alpha)=\frac{2\sigma}{\sqrt5\,\rho}=0.21^\circ ,$$

which sampling confirmed. For truly parallel rings the error has two components of this width, and the argument used for zero slip gives a mean apparent tilt of $0.27^\circ$.

**Two structures.** If their errors are independent, a difference carries $\sqrt2$ times these errors: 0.011 Å in slip and 0.30° in tilt. The puckering effect found above, 0.037 Å and 0.95°, is just over three times as large.

Errors left by an optimizer are usually not independent: they collect in soft motions, where a small force permits a large displacement. Consider an in-plane shift $q$ of one rigid C$_5$H$_5$ ring, other coordinates fixed, with energy $\frac12k(q-q_0)^2$. The restoring force is the sum of the force components of ten atoms along the shift. If no atomic force exceeds $f$ in length, then

$$k|q-q_0|\le10f,\qquad |q-q_0|\le\frac{10f}{k}.$$

A shift along $\mathbf p$ changes the slip by its full amount. Likewise, a rigid rotation of the ring about an in-plane axis through its centroid, perpendicular to $\mathbf p$, changes the slip by $h$ times the angle: 0.038 Å per degree here. A rigid rotation of the ring about the metal is different: by the invariance shown above it leaves $h$ and $p$ unchanged, while for an axis perpendicular to the bending plane the tilt changes by the full angle. With stiffness $k_\alpha$ for this bending and distances $l_i$ of the ten atoms from the axis, the same argument applied to the torque gives $|\alpha-\alpha_0|\le f\sum_i l_i/k_\alpha$. A threshold derived from the shift therefore does not by itself limit the tilt error to a chosen size; a conclusion about tilt needs this second bound.

This leads to a procedure.

1. Decide the slip error $\Delta$ that the conclusion can bear.
2. Shift one ring slightly from the optimized structure, sum the forces on its ten atoms along the shift, and divide the change of this sum by the shift. Its magnitude is $k$.
3. Set the force threshold to $f\le k\Delta/10$. Here $f$ limits the length of each atomic force; if the optimizer tests the largest Cartesian component instead, divide this value by $\sqrt3$. This limits only the error from the shift with all other coordinates fixed. Rotation of the ring about its centroid adds its own slip error, even when it is not coupled to the shift, and bending about the metal changes the tilt without changing the slip. To include all motions, use the Hessian $K$, estimate the remaining displacement as $K^{-1}$ times the residual force vector, with overall translations and rotations removed, and calculate the changes of slip and tilt that it causes.
4. Do not rely on a small last step alone. In one harmonic mode an optimizer with estimated stiffness $B$ takes a step $f_q/B$, where $f_q$ is the force along the mode, while the true error is $f_q/k$. If $B>k$, the step understates the error at its starting point by the factor $B/k$. The error left after the step is $B/k-1$ times the step, which exceeds the step when $B>2k$.
5. Repeat with a tighter threshold and compare $p$ and $\alpha$, not the energy alone.

Tight convergence removes only optimization error. Errors of the functional, the basis set or the neglected surroundings remain.

## Ring libration in a crystal

The parameters of the model are round values and describe no particular measured or computed structure. In a real crystal the rings also move. If a ring librates about its normal through the centroid with a Gaussian angle of rms size $\phi$, its mean atomic positions contract by $\langle\cos\rangle=e^{-\phi^2/2}$, while the sine terms average to zero. A chosen $\phi=8^\circ$ gives the factor 0.990, an apparent loss of 0.012 Å in radius. Centroid, normal, slip and tilt are unaffected by this motion. A calculated ring that looks about 1 % too large beside a diffraction structure may therefore reflect libration, and is not by itself a reason to tighten the threshold. Motion about other axes, disorder and packing can alter slip and tilt, and this estimate does not cover them.

## Computed values

```
Model C-C bond 1.42 A, ring radius 1.2079 A
Model height 2.20 A, slip 0.30 A, tilt 50.0 deg
Displacement of carbon C6 away from metal: 0.05 A
Input coordinates x y z (A):
  M      0.0000    0.0000    0.0000
  C1     1.5435    0.7100    1.7077
  C2     0.3196    1.1488    2.2784
  C3    -0.4369    0.0000    2.6312
  C4     0.3196   -1.1488    2.2784
  C5     1.5435   -0.7100    1.7077
  C6     1.7737    0.0000   -1.6555
  C7     0.9962   -1.1488   -1.9629
  C8    -0.2278   -0.7100   -2.5337
  C9    -0.2278    0.7100   -2.5337
  C10    0.9962    1.1488   -1.9629
Ring 1 (C1-C5) centroid (A):    0.6579    0.0000    2.1207
  unit normal towards metal:   -0.4226    0.0000   -0.9063
  singular values (A):    1.9099    1.9099    0.0000
  height 2.2000 A, slip 0.3000 A
  rms distance of carbons from plane 0.0000 A
Ring 2 (C6-C10) centroid (A):    0.6621    0.0000   -2.1297
  unit normal towards metal:   -0.4076    0.0000    0.9132
  singular values (A):    1.9102    1.9099    0.0316
  height 2.2147 A, slip 0.2634 A
  rms distance of carbons from plane 0.0141 A
Inter-ring tilt: 49.053 deg
Centroid-metal-centroid angle: 145.496 deg
180 deg minus tilt: 130.947 deg
Plane turn by puckering, exact: 0.9488 deg
Plane turn by puckering, linear formula: 0.9487 deg
Tilt from three-atom planes: 46.57 to 50.00 deg
Random motions with relabelling: 300
  largest change of a length: 1.4e-14 A
  largest change of tilt: 3.9e-13 deg
  cases where raw SVD signs give 180 deg - tilt: 156
One carbon exchanged between rings: rms 0.441 A
Tiny tilt 1.0e-09 rad: atan2 9.999999e-10 rad, arccos 0.00e+00 rad
Coordinate error per component: 0.005 A; samples: 20000
  sd of slip: formula 0.00795 A, sampled 0.00789 A
  sd of tilt: formula 0.2121 deg, sampled 0.2125 deg
  mean slip at zero true slip: formula 0.00996 A, sampled 0.00992 A
Libration 8.0 deg rms: radius factor 0.99030, apparent loss 0.0117 A
```
